# Casida Coupling Matrix and Oscillator Strengths in the PAW Method

Light drives the valence electrons of an atom or molecule back and forth, and the oscillating charge acts on itself through the Coulomb force and through exchange and correlation. This moves the absorption line away from the bare orbital gap. In a projector augmented-wave (PAW) calculation the orbitals kept at hand are smooth near the nuclei, so the product of two of them is not the true transition charge. The question is how to recover the true self-interaction and the true dipole from the smooth orbitals.

## Setting and result

Hartree atomic units are used. The ground state is a closed-shell Kohn-Sham state with real orbitals, the atoms are fixed, the core is frozen, and $f=\delta^2E_{xc}/\delta n^2$ is the adiabatic local-density kernel. Occupied orbitals are $i,j$ and empty ones $a,b$, with $\varepsilon_{ia}=\varepsilon_a-\varepsilon_i>0$. Round brackets denote $(\rho|\rho')=\iint\rho(\mathbf r)\rho'(\mathbf r')/|\mathbf r-\mathbf r'|$.

Around each atom $A$ lies a sphere, and the spheres do not overlap. Each carries true partial waves $\phi_p$, smooth ones $\tilde\phi_p$ equal to them outside the sphere, and projectors with $\langle\tilde p_p|\tilde\phi_q\rangle=\delta_{pq}$. A smooth orbital has coefficients $P_{ip}=\langle\tilde p_p|\tilde\psi_i\rangle$. For a pair $ia$ put

$$D_{ia,pq}=P_{ip}P_{aq},\quad n^A_{ia}=\sum_{pq}D_{ia,pq}\phi_p\phi_q,\quad \tilde n^A_{ia}=\sum_{pq}D_{ia,pq}\tilde\phi_p\tilde\phi_q,$$

with $\tilde n_{ia}=\tilde\psi_i\tilde\psi_a$. One-centre functions are restricted to their sphere. With real harmonics $Y_L$, $L=(l,m)$, centred on the atom, define

$$\Delta_{L,pq}=\int r^lY_L(\phi_p\phi_q-\tilde\phi_p\tilde\phi_q)\,d^3r,\quad Q_{L,ia}=\sum_{pq}\Delta_{L,pq}D_{ia,pq}.$$

Let $g_L\propto Y_L$ be a smooth charge inside the sphere with $\int r^lY_Lg_L\,d^3r=1$. The compensated pair density is $\tilde\rho_{ia}=\tilde n_{ia}+\sum_{A,L}Q^A_{L,ia}g^A_L$.

The singlet energies $\omega$ follow from

$$\Omega F=\omega^2F,\qquad \Omega_{ia,jb}=\delta_{ia,jb}\varepsilon_{ia}^2+4\sqrt{\varepsilon_{ia}}K_{ia,jb}\sqrt{\varepsilon_{jb}},\tag{1}$$

$$K_{ia,jb}=(\tilde\rho_{ia}|\tilde\rho_{jb})+\int\tilde n_{ia}f[\tilde n]\tilde n_{jb}+\sum_A D_{ia}(C+X)D_{jb},\tag{2}$$

where the last term is summed over $pq$ and $rs$, and

$$C_{pq,rs}=(\phi_p\phi_q|\phi_r\phi_s)-(\tilde\rho_{pq}|\tilde\rho_{rs}),\quad \tilde\rho_{pq}=\tilde\phi_p\tilde\phi_q+\sum_L\Delta_{L,pq}g_L,\tag{3}$$

$$X_{pq,rs}=\int_A\left\{\phi_p\phi_q\phi_r\phi_sf(n^A)-\tilde\phi_p\tilde\phi_q\tilde\phi_r\tilde\phi_sf(\tilde n^A)\right\}.\tag{4}$$

The unlabelled densities $\tilde n$, $n^A$, $\tilde n^A$ are ground-state densities including the (smooth or true) core. The dipole that enters the oscillator strengths is

$$z_{ia}=\int z\,\tilde n_{ia}+\sum_A\left[\sqrt{4\pi}\,Z_AQ^A_{00,ia}+\sqrt{4\pi/3}\,Q^A_{10,ia}\right],\tag{5}$$

with $Z_A$ the $z$ coordinate of atom $A$.

## First derivation: respond first, then transform

**Response of the true orbitals.** Apply a weak field, so that an electron feels the potential $\mathcal E(t)z$. With its ground-state phase removed, orbital $i$ becomes $\psi_i+\sum_ac_{ia}\psi_a$. Changes within the occupied space leave the density unchanged and are dropped. The first-order Schrödinger equation is

$$i\dot c_{ia}=\varepsilon_{ia}c_{ia}+h_{ia},$$

where $h_{ia}$ is the matrix element of the change of potential. In a singlet response both spins move alike, so with $q_{ia}=c_{ia}+c_{ia}^*$ the density changes by $\delta n=2\sum q_{ia}n_{ia}$, $n_{ia}=\psi_i\psi_a$. Hence

$$h_{ia}=\mathcal Ez_{ia}+2\sum_{jb}K_{ia,jb}q_{jb},\quad K_{ia,jb}=(n_{ia}|n_{jb})+\int n_{ia}f[n]n_{jb}.\tag{6}$$

Write $c=(q+ip)/2$. Since $h$ is real, adding the equation for $c$ to its conjugate, and subtracting them, gives

$$\dot q_{ia}=\varepsilon_{ia}p_{ia},\qquad \dot p_{ia}=-\varepsilon_{ia}q_{ia}-4\sum_{jb}K_{ia,jb}q_{jb}-2\mathcal Ez_{ia}.\tag{7}$$

Differentiate the first equation, insert the second, set $q_{ia}=\sqrt{\varepsilon_{ia}}\,y_{ia}$ and divide by $\sqrt{\varepsilon_{ia}}$:

$$\ddot y_{ia}=-\sum_{jb}\Omega_{ia,jb}y_{jb}-2\mathcal E\sqrt{\varepsilon_{ia}}\,z_{ia}.$$

Without the field this is equation (1). The factor 4 is one 2 from spin and one 2 from $c$ and $c^*$ acting together. If an eigenvalue of $\Omega$ is negative, $\omega$ is imaginary and the ground state is unstable within this model.

**Strengths.** Expand $y$ in the orthonormal eigenvectors, $y=\sum_Ia_IF_I$, and let $s_I=\sum_{ia}F_{I,ia}\sqrt{\varepsilon_{ia}}z_{ia}$. Then $\ddot a_I=-\omega_I^2a_I-2\mathcal Es_I$, so a field of frequency $\omega$ gives $a_I=-2\mathcal Es_I/(\omega_I^2-\omega^2)$. Electrons have charge $-1$, so the induced dipole is $-2\sum q_{ia}z_{ia}=-2\sum_Ia_Is_I$, and the polarizability is

$$\alpha_{zz}(\omega)=\sum_I\frac{4s_I^2}{\omega_I^2-\omega^2}.$$

The numerator is the strength for light polarized along $z$. Averaged over directions, a state has $f_I=\frac43\sum_\alpha s_{I,\alpha}^2$. The three members of an atomic P level together have $4s_I^2$, with $s_I$ taken from the $z$ member. Orthonormality of the $F_I$ gives $\sum_I4s_I^2=\sum_{ia}4\varepsilon_{ia}z_{ia}^2$: the coupling redistributes strength and does not change its sum.

**Transforming the pair density.** Assume now that the partial waves are complete in each sphere for the orbitals used. Inside sphere $A$ then $\psi_i=\sum_pP_{ip}\phi_p$ and $\tilde\psi_i=\sum_pP_{ip}\tilde\phi_p$; outside all spheres $\psi_i=\tilde\psi_i$. Multiplying two orbitals region by region gives

$$n_{ia}=\tilde n_{ia}+\sum_A(n^A_{ia}-\tilde n^A_{ia}).\tag{8}$$

There are no cross terms between smooth and one-centre functions because $\tilde n_{ia}=\tilde n^A_{ia}$ in the sphere.

**Hartree part.** Add and subtract the compensation charges:

$$n_{ia}=\tilde\rho_{ia}+\sum_Ad^A_{ia},\qquad d^A_{ia}=n^A_{ia}-\tilde\rho^A_{ia},\quad \tilde\rho^A_{ia}=\tilde n^A_{ia}+\sum_LQ^A_{L,ia}g^A_L.$$

Outside its sphere, a charge $d$ has the potential $\sum_L\frac{4\pi}{2l+1}Y_Lr^{-l-1}\int r'^lY_Ld$. By the choice of $Q_L$ every such moment of $d^A_{ia}$ vanishes, provided all $L$ present in the products of partial waves are included. So $d^A$ creates no potential outside its sphere. Two consequences follow. Remainders on different atoms do not interact, and $d^A$ interacts with $\tilde\rho_{jb}$ only inside sphere $A$, where $\tilde\rho_{jb}=\tilde\rho^A_{jb}$. Therefore

$$(n_{ia}|n_{jb})=(\tilde\rho_{ia}|\tilde\rho_{jb})+\sum_A\left[(d^A_{ia}|\tilde\rho^A_{jb})+(\tilde\rho^A_{ia}|d^A_{jb})+(d^A_{ia}|d^A_{jb})\right].$$

The bracket equals $(\tilde\rho^A_{ia}+d^A_{ia}|\tilde\rho^A_{jb}+d^A_{jb})-(\tilde\rho^A_{ia}|\tilde\rho^A_{jb})$, which is $(n^A_{ia}|n^A_{jb})-(\tilde\rho^A_{ia}|\tilde\rho^A_{jb})$. Inserting the expansions in $D$ gives $D_{ia}CD_{jb}$ with $C$ from (3). The left side does not contain $g_L$, so under these assumptions its shape is immaterial.

**Kernel part.** Because $f$ is local, the integral over space splits into regions. In each sphere one removes the smooth integrand and inserts the true one, which gives (4). No multipoles have to be repaired, so compensation charges stay out of $\tilde n$. A nonlocal kernel would couple different regions, and this step would fail.

**Dipole.** In sphere $A$ write $z=Z_A+z'$. Since $1=\sqrt{4\pi}\,Y_{00}$ and $z'=\sqrt{4\pi/3}\,rY_{10}$, the $z$ moment of (8) is (5). The term with $Z_A$ is needed because $Q_{00}$ on one site need not vanish. Orthogonality gives $\int n_{ia}=0$, so $\int\tilde n_{ia}+\sum_A\sqrt{4\pi}\,Q^A_{00,ia}=0$. Moving the origin therefore leaves (5) unchanged, which would fail without that term if the $Q_{00}$ did not sum to zero.

## Second derivation: start from the PAW energy

Here the PAW energy is taken as the definition of the model, with whatever finite set of partial waves is in use. Its interaction part is

$$E_{Hxc}=\tfrac12(\tilde\rho|\tilde\rho)+\tfrac12\sum_A\left[(n^A|n^A)-(\tilde\rho^A|\tilde\rho^A)\right]+E_{xc}[\tilde n]+\sum_A\left(E_{xc}[n^A]-E_{xc}[\tilde n^A]\right),$$

where the electrostatic densities also contain fixed core and nuclear charges; constant nuclear self-energies are omitted. The orbitals obey $\tilde H\tilde\psi=\varepsilon S\tilde\psi$ with $\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}$, where $S$ contains the augmentation of the norm.

**Constrained motion.** The orbitals stay $S$-orthonormal to second order with the choice

$$\tilde\psi_i(t)=\tilde\psi_i+\sum_ac_{ia}\tilde\psi_a-\tfrac12\sum_{ja}c_{ja}^*c_{ia}\tilde\psi_j .$$

Indeed, the second-order overlap of orbitals $i$ and $j$ is $\sum_ac_{ia}^*c_{ja}$ from the empty orbitals, minus half this amount from each correction term. The choice is not unique: a second-order unitary mixing of the occupied orbitals, or a second-order admixture of empty ones, could be added. The first leaves the density matrix unchanged, and the second does not reach the second-order energy because $\tilde H$ has no occupied-empty elements.

**Quadratic energy.** $\tilde H$ is the first derivative of the energy with respect to the density matrix. It has no occupied-empty elements, so the linear term vanishes. At second order each spin gives $\sum(\varepsilon_a-\varepsilon_i)|c_{ia}|^2$, the last part coming from the correction term. All the densities in $E_{Hxc}$ are linear in the density matrix apart from fixed charges, and to first order they change by $\sum_{ia}2q_{ia}$ times the pair quantities $\tilde\rho_{ia}$, $\tilde n_{ia}$, $n^A_{ia}$ and so on. Half the second derivative of $E_{Hxc}$ along this change is

$$\tfrac12\sum(2q_{ia})K_{ia,jb}(2q_{jb})=2\sum q_{ia}K_{ia,jb}q_{jb}.$$

Here $K$ can be read off term by term. The electrostatic squares give $(\tilde\rho_{ia}|\tilde\rho_{jb})$ and $D_{ia}CD_{jb}$, and the curvatures of the three $E_{xc}$ terms give $\int\tilde n_{ia}f[\tilde n]\tilde n_{jb}$ and $D_{ia}XD_{jb}$. This is (2). With $|c|^2=(q^2+p^2)/4$ and both spins,

$$E^{(2)}=\tfrac12\sum\varepsilon_{ia}(q_{ia}^2+p_{ia}^2)+2\sum q_{ia}K_{ia,jb}q_{jb}.$$

**Equations of motion.** The Lagrangian is $2\,\mathrm{Re}\sum_ii\langle\tilde\psi_i|S|\dot{\tilde\psi}_i\rangle-E$. Its time-derivative part is

$$2\,\mathrm{Re}\sum ic_{ia}^*\dot c_{ia}=\tfrac12\sum(p_{ia}\dot q_{ia}-q_{ia}\dot p_{ia}),$$

which equals $\sum p_{ia}\dot q_{ia}$ up to a total time derivative. So $q$ and $p$ are conjugate variables. In PAW the operator $z$ is augmented in the same way as the density, so the field adds $2\mathcal E\sum q_{ia}z_{ia}$ with $z_{ia}$ from (5). Hamilton's equations $\dot q=\partial E/\partial p$ and $\dot p=-\partial E/\partial q$ are

$$\dot q_{ia}=\varepsilon_{ia}p_{ia},\qquad \dot p_{ia}=-\varepsilon_{ia}q_{ia}-4\sum_{jb}K_{ia,jb}q_{jb}-2\mathcal Ez_{ia}.$$

These are equations (7), now for PAW quantities, so (1) and the strengths follow by the same algebra. Each transition is a harmonic oscillator, and $K$ is the change of stiffness supplied by the moving charge. It has no fixed sign: the Hartree part stiffens and the LDA kernel softens. In the beryllium example below the $2s$-$2p$ element is positive, while nine of the twelve diagonal elements are negative.

## Beryllium: $2s\to2p$

For an atom, take $\psi=u(r)Y_L/r$. An $s\to p_z$ pair density is $u_su_pY_{00}Y_{10}/r^2$. The Coulomb expansion supplies $4\pi/3$ and $Y_{00}^2=1/4\pi$, so the Hartree integral is

$$\tfrac13\iint u_su_p(r)\,\frac{r_<}{r_>^2}\,u_su_{p'}(r')\,dr\,dr'.$$

The kernel integral is $\frac1{4\pi}\int u_s^2u_pu_{p'}f\,dr/r^2$, and the dipole is $\frac1{\sqrt3}\int u_sru_p\,dr$.

The computation uses LDA with Slater exchange and Perdew-Wang correlation, a sphere of radius 1.8 bohr, a box of radius 20 bohr and the lowest twelve $p$ states. Only $2p$ is bound in this potential; the other eleven are box states representing the continuum, so coupled results depend on the box radius and on the number of states kept. The PAW orbitals are computed in a smooth potential and one-centre Hamiltonian built from the fixed all-electron Kohn-Sham potential; they are not made self-consistent within PAW. With two partial waves per channel, the diagonal $2s$-$2p$ coupling is, in hartree,

$$K=0.064809-0.000132-0.030336+0.001227=0.035568.$$

The terms are the compensated Hartree integral, its one-centre correction, the smooth kernel and its one-centre correction. The all-electron value is 0.035564. The bare smooth pair density has a Hartree integral of 0.066577, against 0.064672 for the true one. The smooth kernel is too negative by 0.0012, so in this element the two errors partly cancel if all augmentation is dropped.

If this transition stood alone, the gap $\varepsilon=0.128557$ would give

$$\omega=\sqrt{\varepsilon^2+4\varepsilon K}=\sqrt{0.016527+0.018290}=0.1866.$$

The full twelve-transition matrix gives 0.17768 hartree, or 4.835 eV. The last digits belong to this space: at the all-electron level with frozen core, twelve states in a 30 bohr box give 0.17778, and all $p$ states in that box give 0.17758 hartree, or 4.832 eV. The decrease has the required sign, because the lowest eigenvalue of a symmetric matrix cannot exceed a diagonal element. The all-electron result in the same space is 0.17767; without augmentation in $K$ it is 0.17821.

The dipole is $1.59956-0.00742=1.59214$ bohr, against 1.59213 all-electron. The lone transition would have strength $4\varepsilon z^2=4(0.128557)(1.59214)^2=1.304$. In the twelve-state space coupling changes this to 1.310, and leaving out the augmentation dipole gives 1.318. Most of the rise from 1.304 belongs to the finite space: all $p$ states in a 30 bohr box give 1.305 with the core frozen and 1.301 with $1s$ responding.

## What each derivation assumes

The first derivation starts from the true orbitals and needs completeness of the partial waves to reach (2). It therefore says what the PAW matrix is meant to reproduce. The second needs no completeness: (2) is the curvature of the chosen PAW energy, consistent with its ground state for any finite set of waves. It does not say how close that energy is to the all-electron one. Both need fixed atoms: moving nuclei would add a term of their own to the change of potential, and in the second derivation moving projectors would also make $S$ depend on time. Both inherit the adiabatic LDA kernel.

The part of the distance between the two viewpoints that remains at fixed all-electron potential can be measured. For beryllium, going from one to two waves per channel lowers the largest error of the twelve $p$ energies from 0.017 to 0.00012 hartree, and that of the coupling elements from $6\times10^{-4}$ to $2\times10^{-5}$ hartree, relative to the all-electron values.

When completeness holds by construction, the two should coincide. The numerical check includes a model with two spheres of equal radius but different partial waves, whose unnormalized orbitals lie in the span of the local waves. One Coulomb integral, from the full densities, is 322.7093 hartree. The Hartree part of formula (2) reproduces it for two shapes of $g_L$. Omitting compensation from both the smooth and the one-centre terms gives 55.7, because the spheres' missing multipoles then no longer act on charge outside them. The size of this gap is special to the example: one smooth density is odd in $z$ and the other even, so their mutual integral vanishes and the whole value comes from augmentation.

The frozen core is a separate approximation. With all $p$ states of the radial basis, letting $1s$ respond lowers the all-electron excitation from 0.17761 to 0.17719 hartree. This shift is larger than the PAW error in the twelve-state space, 0.177679 against 0.177674, or about $5\times10^{-6}$ hartree. An independent Gaussian-basis calculation with all electrons responding gives 0.17716. The difference from 0.17719 is due to the box wall: in a 30 bohr box the two radial values become 0.17758 and 0.17716, and the core shift stays at 0.00042 hartree. None of these comparisons measures the error of the LDA itself.

## Computed results

```
Model (12|22), full densities: 322.70931356 Ha
Model (12|22), PAW, g power 2: 322.70931356 Ha
Model (12|22), PAW, g power 4: 322.70931356 Ha
Model, no compensation: 55.74095280 Ha
Model dipole 22, direct: 3.37606 a.u.
Model dipole 22, PAW: 3.37606 a.u.
Be: sphere radius 1.8 bohr, box 20.0 bohr, 12 p states
2s energy, all-electron: -0.205771 Ha
2s energy, PAW: -0.205771 Ha
2p energy, all-electron: -0.077214 Ha
2p energy, PAW: -0.077214 Ha
Highest p state used: 1.7372 Ha
1 wave(s) per l, max error p energies: 1.74e-02 Ha
1 wave(s) per l, max error coupling: 6.05e-04 Ha
1 wave(s) per l, max error dipole: 4.42e-03 bohr
2 wave(s) per l, max error p energies: 1.21e-04 Ha
2 wave(s) per l, max error coupling: 2.38e-05 Ha
2 wave(s) per l, max error dipole: 2.76e-04 bohr
Coupling element 2s-2p with itself, PAW:
  Hartree, compensated smooth: 0.064809 Ha
  Hartree, one-centre: -0.000132 Ha
  kernel, smooth: -0.030336 Ha
  kernel, one-centre: 0.001227 Ha
  total PAW: 0.035568 Ha
  Hartree all-electron: 0.064672 Ha
  kernel all-electron: -0.029108 Ha
  total all-electron: 0.035564 Ha
  Hartree, bare smooth pair: 0.066577 Ha
Dipole 2s-2p, smooth part: 1.599560 bohr
Dipole 2s-2p, augmentation: -0.007421 bohr
Dipole 2s-2p, PAW total: 1.592139 bohr
Dipole 2s-2p, all-electron: 1.592126 bohr
Orbital gap 2s-2p, PAW: 0.128557 Ha
Excitation, PAW: 0.177679 Ha = 4.8349 eV
Excitation, all-electron, same space: 0.177674 Ha
Excitation, no augmentation in K: 0.178206 Ha
Strength, PAW: 1.30962
Strength, all-electron, same space: 1.30961
Strength, no augmentation dipole: 1.31770
Excitation, all p states, 2s only: 0.177608 Ha
Excitation, all p states, 1s and 2s: 0.177186 Ha
Excitation, Gaussian basis: 0.177157 Ha
Strength, all p states, 1s and 2s: 1.30386
Strength, Gaussian basis: 1.30169
Strength sum, 2s only: 2.000000
Strength sum, 1s and 2s: 4.000000
```
